**Optimal k step for a three-point band curvature**

The program tests the bound B(h) = 4e/h² + Fh²/12 on the error of a three-point curvature, which is least at h* = (48e/F)^(1/4) with value 2√(eF/3). Here h is the k step, e bounds the magnitude of each eigenvalue error, and F bounds the magnitude of the fourth k-derivative of the band. For quartic bands of both signs, it asserts that a brute-force search over error signs and steps reproduces the optimal step and the least error. For a two-band model with mass 0.07 m₀ and gap 1.5 eV, it also asserts the value of F, checked against numerical derivatives on a k grid, and that the largest error found stays within the bound at the steps tried. With e = 1 µeV the output gives h* = 0.0564 nm⁻¹ and a relative curvature bound of 0.23 %. Further assertions cover the smaller optimal step for random errors and the noise in a five-point estimate of F. The last part sizes neglected effects: the mass changes from thermal energy, doping and a gap error of 0.1 eV are 3 to 7 %, well above the differentiation error.

## Numerical verification

```python
# Result under test: for the three-point curvature
#   D(h) = [E(k+h) - 2 E(k) + E(k-h)] / h^2
# with eigenvalue errors of magnitude <= e and |d4E/dk4| <= F, the bound
#   B(h) = 4 e / h^2 + F h^2 / 12
# is least at h = (48 e / F)^(1/4), where it equals 2 sqrt(e F / 3).
# Symbols: A = hbar^2/m (eV nm^2), gap (eV), k and h (1/nm), e (eV),
# F (eV nm^4). Example band: two-band model, E (1 + E/gap) = A k^2 / 2.
from itertools import product
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import minimize_scalar

A_free = const.hbar**2 / const.m_e / const.e * 1e18
mass = 0.07          # in free-electron masses, rough GaAs regime
gap = 1.5            # eV, rough GaAs regime
e = 1e-6             # eV
A = A_free / mass


def band(k):
    return np.sqrt(gap**2 / 4 + gap * A * k**2 / 2) - gap / 2


def curvature(energy, h, errors=(0.0, 0.0, 0.0)):
    left, mid, right = errors
    return ((energy(h) + right) - 2 * (energy(0.0) + mid)
            + (energy(-h) + left)) / h**2


def worst_error(energy, true_curvature, h, err):
    return max(abs(curvature(energy, h, s) - true_curvature)
               for s in product((-err, 0.0, err), repeat=3))


def bound(h, err, F):
    return 4 * err / h**2 + F * h**2 / 12


def best_step(err, F):
    return (48 * err / F)**0.25


def search_step(objective, guess):
    found = minimize_scalar(lambda x: objective(np.exp(x)),
                            bounds=(np.log(guess / 5), np.log(guess * 5)),
                            method="bounded", options={"xatol": 1e-9})
    return np.exp(found.x)


def fourth_difference(energy, H, errors=(0, 0, 0, 0, 0)):
    weights = (1, -4, 6, -4, 1)
    return sum(w * (energy(j * H) + s) for w, j, s in
               zip(weights, (-2, -1, 0, 1, 2), errors)) / H**4


# Quartic bands of both signs: brute-force worst case against the law.
for sign in (-1, 1):
    for err, F_test in ((1e-6, 5.0), (1e-4, 0.8)):
        def quartic(k):
            return 0.3*k + 0.55*k**2 + 0.2*k**3 + sign*F_test*k**4/24
        h_law = best_step(err, F_test)
        h_num = search_step(
            lambda h: worst_error(quartic, 1.1, h, err), h_law)
        assert abs(h_num / h_law - 1) < 1e-3
        least = worst_error(quartic, 1.1, h_num, err)
        assert abs(least / (2*np.sqrt(err*F_test/3)) - 1) < 1e-5

# Two-band closed form against diagonalization; F against derivatives.
P2 = A * gap / 2


def two_band(k, g):
    c = np.sqrt(P2) * k
    return np.linalg.eigvalsh(np.array([[g, c], [c, 0.0]]))[-1] - g


for k in (0.05, 0.4, 1.5):
    assert abs(two_band(k, gap) - band(k)) < 1e-12


def band_mp(k):
    return mp.sqrt(mp.mpf(gap)**2/4 + mp.mpf(gap)*A*k**2/2) - gap/2


F = 6 * A**2 / gap
k_grid = np.arange(0, 3.01, 0.05)
fourth = np.array([float(mp.diff(band_mp, mp.mpf(float(k)), 4))
                   for k in k_grid])
assert abs(fourth[0] / (-F) - 1) < 1e-5
assert np.max(np.abs(fourth)) <= F * (1 + 1e-5)
assert abs(float(mp.diff(band_mp, 0, 2)) / A - 1) < 1e-7

# Optimal step of the example.
h = best_step(e, F)
B = bound(h, e, F)
h_search = search_step(lambda x: worst_error(band, A, x, e), h)
assert abs(h_search / h - 1) < 0.01   # sixth-order term shifts it slightly
noise_part = max(abs(curvature(lambda k: 0.0, h, s))
                 for s in product((-e, e), repeat=3))
trunc_part = abs(curvature(band, h) - A)
assert abs(noise_part / (B / 2) - 1) < 1e-9
assert abs(trunc_part / (B / 2) - 1) < 0.01
assert abs(A*h**2/2 / np.sqrt(2*e*gap) - 1) < 1e-9
d = B / A
assert abs(d / (2*np.sqrt(2*e/gap)) - 1) < 1e-9
masses = [A_free / curvature(band, h, s)
          for s in product((-e, e), repeat=3)]
assert max(abs(m / mass - 1) for m in masses) <= d / (1 - d)

# Errors constant or linear in k cancel.
shifted = curvature(lambda k: band(k) + 0.1 + 0.05*k, h)
assert abs(shifted - curvature(band, h)) < 1e-10

print(f"hbar^2/m0 = {A_free:.6f} eV nm^2")
print(f"mass m = {mass:.3f} m0; gap = {gap:.2f} eV")
print(f"eigenvalue error bound e = {e*1e6:.2f} ueV")
print(f"curvature A = {A:.5f} eV nm^2")
print(f"fourth-derivative bound F = {F:.4f} eV nm^4")
print(f"optimal step h* = {h:.5f} 1/nm")
print(f"step from brute-force search = {h_search:.5f} 1/nm")
a_lattice = 0.57     # nm, rough
print(f"rough lattice constant a = {a_lattice:.2f} nm")
print(f"h* / (2 pi/a) = {h*a_lattice/(2*np.pi):.5f}")
print(f"parabolic energy at h* = {A*h**2/2*1e3:.4f} meV")
print(f"least bound B(h*) = {B:.6f} eV nm^2")
print(f"noise part at h* = {noise_part:.6f} eV nm^2")
print(f"actual truncation at h* = {trunc_part:.6f} eV nm^2")
print(f"relative curvature bound d = {100*d:.4f} %")
print(f"relative mass bound d/(1-d) = {100*d/(1-d):.4f} %")
print(f"lightest mass found = {min(masses):.6f} m0")
print(f"heaviest mass found = {max(masses):.6f} m0")

print("h/h*, h (1/nm), bound (%), actual worst (%):")
for r in (0.25, 0.5, 1.0, 2.0, 4.0):
    b, w = bound(r*h, e, F), worst_error(band, A, r*h, e)
    assert w <= b * (1 + 1e-8)
    assert abs(b / B - (r**2 + r**-2)/2) < 1e-9
    print(f"  {r:.2f}  {r*h:.5f}  {100*b/A:.4f}  {100*w/A:.4f}")

print("e (eV), h* (1/nm), searched h (1/nm), bound (%):")
for err in (1e-9, 1e-6, 1e-3):
    x = best_step(err, F)
    y = search_step(lambda q: worst_error(band, A, q, err), x)
    assert abs(y / x - 1) < 0.10      # nonparabolic terms grow with step
    assert worst_error(band, A, x, err) <= bound(x, err, F)*(1 + 1e-6)
    print(f"  {err:.0e}  {x:.5f}  {y:.5f}  {100*bound(x, err, F)/A:.4f}")

# Wrong F by a factor two, either way: cost in the true bound.
costs = [bound(best_step(e, F*c), e, F) / B for c in (0.5, 2.0)]
assert abs(costs[0] - costs[1]) < 1e-9
print(f"bound increase if F is wrong by 2 = {100*(costs[0]-1):.2f} %")

# Independent uniform errors: rms optimum by sampling.
rng = np.random.default_rng(7)
draws = rng.uniform(-e, e, (3, 200000))
combined = draws[0] - 2*draws[1] + draws[2]


def rms_error(x):
    return np.sqrt(np.mean((combined/x**2 + curvature(band, x) - A)**2))


h_rms = (288 * e**2 / F**2)**0.125
h_rms_search = search_step(rms_error, h_rms)
assert abs(h_rms_search / h_rms - 1) < 0.01
print(f"rms-optimal step, formula = {h_rms:.5f} 1/nm")
print(f"rms-optimal step, sampled = {h_rms_search:.5f} 1/nm")
print(f"sampled rms error at h* = {100*rms_error(h)/A:.4f} %")

# F estimated from five points at spacing 2 h*.
H = 2 * h
clean = fourth_difference(band, H)
F_noise = max(abs(fourth_difference(band, H, s) - clean)
              for s in product((-e, e), repeat=5))
assert abs(F_noise / F - 1/(3*2**4)) < 1e-6
print(f"F estimate at spacing 2h*: noise = {100*F_noise/F:.2f} %")
print(f"F estimate: truncation = {100*(abs(clean)/F-1):.2f} %")

# Neglected: split-off band and free-electron term, same edge mass.
split_off = 0.34     # eV, rough
weight1 = (2/3)/gap + (1/3)/(gap + split_off)
weight2 = (2/3)/gap**2 + (1/3)/(gap + split_off)**2
Q2 = (A - A_free) / (2 * weight1)


def three_band(k):
    a, b = np.sqrt(2*Q2/3)*k, np.sqrt(Q2/3)*k
    matrix = np.array([[0, a, b], [a, -gap, 0], [b, 0, -gap-split_off]])
    return np.linalg.eigvalsh(matrix)[-1] + A_free*k**2/2


F_three = abs(fourth_difference(three_band, 0.02))
assert abs(F_three / (24*Q2**2*weight1*weight2) - 1) < 0.01
assert abs(curvature(three_band, 0.005) / A - 1) < 1e-3
print(f"rough split-off energy = {split_off:.2f} eV")
print(f"three-band F / two-band F = {F_three/F:.3f}")
print(f"three-band h* / two-band h* = {best_step(e, F_three)/h:.3f}")

# Neglected: cubic spin splitting along [110], branches sorted by energy.
gamma = 0.025        # eV nm^3, rough
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)


def upper_spin(k):
    x, y, z = k/np.sqrt(2), k/np.sqrt(2), 0.0
    field = gamma*(sx*x*(y*y-z*z) + sy*y*(z*z-x*x) + sz*z*(x*x-y*y))
    return np.linalg.eigvalsh(field)[-1]


spin_shift = curvature(upper_spin, h)
assert abs(spin_shift / (gamma*h) - 1) < 1e-8
print(f"rough cubic spin coefficient = {gamma:.3f} eV nm^3")
print(f"spin splitting at h* along [110] = {2e6*upper_spin(h):.3f} ueV")
print(f"curvature shift of sorted branch = {100*spin_shift/A:.4f} %")


# Neglected: mass rise away from the edge, from the band velocity.
def mass_rise(energy):
    k = np.sqrt(2*energy*(1 + energy/gap)/A)
    slope = (band(k + 1e-4) - band(k - 1e-4)) / 2e-4
    rise = A*k/slope - 1
    assert abs(rise - 2*energy/gap) < 1e-5
    return rise


kT = const.k * 300 / const.e
density = 1e18 * 1e-21        # 1e18 per cm^3 expressed per nm^3
E_fermi = band((3*np.pi**2*density)**(1/3))
print(f"thermal energy at 300 K = {kT*1e3:.2f} meV")
print(f"mass rise at that energy = {100*mass_rise(kT):.2f} %")
print(f"Fermi energy at 1e18 cm^-3, 0 K = {E_fermi*1e3:.2f} meV")
print(f"mass rise at Fermi energy = {100*mass_rise(E_fermi):.2f} %")

# Neglected: gap too small by 0.1 eV, interband coupling fixed.
A_low = curvature(lambda k: two_band(k, gap - 0.1), 0.005)
gap_effect = A / A_low - 1
assert abs(gap_effect + 0.1/gap) < 1e-3
print(f"mass change for gap 0.1 eV too small = {100*gap_effect:.2f} %")

print("no test failed")
```

Running it gives:

```
hbar^2/m0 = 0.076200 eV nm^2
mass m = 0.070 m0; gap = 1.50 eV
eigenvalue error bound e = 1.00 ueV
curvature A = 1.08857 eV nm^2
fourth-derivative bound F = 4.7399 eV nm^4
optimal step h* = 0.05641 1/nm
step from brute-force search = 0.05648 1/nm
rough lattice constant a = 0.57 nm
h* / (2 pi/a) = 0.00512
parabolic energy at h* = 1.7321 meV
least bound B(h*) = 0.002514 eV nm^2
noise part at h* = 0.001257 eV nm^2
actual truncation at h* = 0.001254 eV nm^2
relative curvature bound d = 0.2309 %
relative mass bound d/(1-d) = 0.2315 %
lightest mass found = 0.070000 m0
heaviest mass found = 0.070162 m0
h/h*, h (1/nm), bound (%), actual worst (%):
  0.25  0.01410  1.8547  1.8547
  0.50  0.02821  0.4907  0.4907
  1.00  0.05641  0.2309  0.2307
  2.00  0.11282  0.4907  0.4865
  4.00  0.22565  1.8547  1.7895
e (eV), h* (1/nm), searched h (1/nm), bound (%):
  1e-09  0.01003  0.01003  0.0073
  1e-06  0.05641  0.05648  0.2309
  1e-03  0.31723  0.32913  7.3030
bound increase if F is wrong by 2 = 6.07 %
rms-optimal step, formula = 0.04350 1/nm
rms-optimal step, sampled = 0.04350 1/nm
sampled rms error at h* = 0.1221 %
F estimate at spacing 2h*: noise = 2.08 %
F estimate: truncation = -4.41 %
rough split-off energy = 0.34 eV
three-band F / two-band F = 0.818
three-band h* / two-band h* = 1.052
rough cubic spin coefficient = 0.025 eV nm^3
spin splitting at h* along [110] = 4.488 ueV
curvature shift of sorted branch = 0.1296 %
thermal energy at 300 K = 25.85 meV
mass rise at that energy = 3.45 %
Fermi energy at 1e18 cm^-3, 0 K = 50.40 meV
mass rise at Fermi energy = 6.72 %
mass change for gap 0.1 eV too small = -6.67 %
no test failed
```
